# Parameter-Free Hartree Equation and Density Scaling of a Single Inversion Subband: a program that tests the result

```python
"""
Result under test: for one occupied subband without depletion charge,
  z = L x,  L = (hbar^2 eps / (2 m e^2 N))^(1/3),  E0 = lam hbar^2/(2 m L^2),
where -u'' + v u = lam u, v'' = -u^2, u(0)=v(0)=0, v'(inf)=0, int u^2 = 1
has no parameter.  Hence lengths ~ N^(-1/3), energies ~ N^(2/3).
Symbols: N sheet density, m mass normal to the wall, eps permittivity,
w = lam - v, kappa^2 = -w(inf), xbar = mean of x, T = int u'^2.
Dimensional work uses eV and nm; densities are then in nm^-2.
"""
import numpy as np
import mpmath as mp
from scipy import constants as sc
from scipy.integrate import solve_ivp, simpson, quad
from scipy.linalg import eigh_tridiagonal
from scipy.special import gammaincc

HB = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e18       # hbar^2/(2 m0), eV nm^2
COUL = sc.e / sc.epsilon_0 * 1e9                   # e^2/eps0, eV nm
KB = sc.k / sc.e                                   # eV/K
CM2 = 1e-14                                        # cm^-2 to nm^-2

# ---------- universal equation, integrated inward from the decaying tail ----------
T_FAR = 12.0


def inward(amplitude):
    """Solve u''=-w u, w''=u^2 with w(inf)=-1 until u first vanishes."""
    tail = amplitude * np.exp(-T_FAR)
    start = [tail, -tail, -1 + tail**2 / 4, -tail**2 / 2]

    def rhs(t, y):
        return [y[1], -y[2] * y[0], y[3], y[0]**2]

    def wall(t, y):
        return y[0]
    wall.terminal = True
    s = solve_ivp(rhs, (T_FAR, -40), start, method="DOP853", rtol=1e-12,
                  atol=1e-18, events=wall, dense_output=True)
    assert len(s.t_events[0]) == 1
    t_wall, y_wall = s.t_events[0][0], s.y_events[0][0]
    scale = (-y_wall[3])**(-1 / 3)
    return s.sol, t_wall, scale, scale**2 * y_wall[2]


sol, t_wall, kappa, lam = inward(1.0)
lam_other = inward(3.0)[3]
assert abs(lam - lam_other) < 1e-8                 # tail amplitude is immaterial

t = np.linspace(t_wall, T_FAR, 16001)
ur, dur, wr, dwr = sol(t)
assert np.max(np.abs(dur**2 + wr * ur**2 - dwr**2 / 2)) < 1e-7
x = (t - t_wall) / kappa
u, du, w = kappa**2 * ur, kappa**3 * dur, kappa**2 * wr
v = lam - w
norm = simpson(u**2, x=x)
xbar = simpson(x * u**2, x=x)
kin_mean = simpson(du**2, x=x)
pot_mean = simpson(v * u**2, x=x)
assert np.min(u[1:-1]) > 0
assert abs(norm - 1) < 1e-7
assert abs(xbar - (lam + kappa**2)) < 1e-6
assert abs(du[0]**2 - 0.5) < 1e-7
assert abs(pot_mean - 4 * kin_mean) < 1e-6
assert abs(lam - 5 * kin_mean) < 1e-6
for i in (1500, 4000):                             # potential from its integral form
    direct = simpson(np.minimum(x, x[i]) * u**2, x=x)
    assert abs(direct - v[i]) < 1e-5

# trial function x exp(-b x/2): direct minimization against the closed form
field_int = quad(lambda y: gammaincc(3, y)**2, 0, 60)[0]
b_grid = np.linspace(0.8, 2.0, 120001)
e_grid = b_grid**2 / 4 + field_int / (2 * b_grid)
b_best = b_grid[np.argmin(e_grid)]
assert abs(b_best - (33 / 16)**(1 / 3)) < 2e-5
lam_trial = 5 / 3 * np.min(e_grid)
assert lam_trial > lam


def threshold_nodes(mass_ratio):
    """Bound levels in the Hartree well = nodes of the threshold solution."""
    def rhs(tt, y):
        return [y[1], -mass_ratio * (sol(tt)[2] + 1) * y[0]]
    s = solve_ivp(rhs, (t_wall, T_FAR), [0, 1], rtol=1e-8, atol=1e-10,
                  t_eval=np.linspace(t_wall, T_FAR, 2001))
    y, dy = s.y
    assert y[-1] * dy[-1] > 0                      # no further node outside
    return int(np.sum(y[1:-1] * y[2:] < 0))


# ---------- self-consistent diagonalization in eV and nm on one fixed grid ----------
H = 0.03
Z = H * np.arange(1, 2001)


def lowest(pot, kin, count):
    return eigh_tridiagonal(2 * kin / H**2 + pot,
                            np.full(len(pot) - 1, -kin / H**2),
                            select="i", select_range=(0, count - 1))


def hartree(dens, mass, eps_r, depl=0.0):
    """Return E0, E1, mean z, potential, probabilities; densities in nm^-2."""
    kin, c = HB / mass, COUL / eps_r
    pot = c * (depl + dens / 2) * Z
    for _ in range(600):
        prob = lowest(pot, kin, 1)[1][:, 0]**2
        prob /= prob.sum()
        shape = np.cumsum(Z * prob) + Z * (1 - np.cumsum(prob))
        new = c * (depl * Z + dens * shape)
        change = np.max(np.abs(new - pot))
        if change < 1e-9:
            break
        pot = pot + 0.3 * (new - pot)
    assert change < 1e-9
    e = lowest(pot, kin, 2)[0]
    return e[0], e[1], float(np.sum(Z * prob)), pot, prob


def units(dens, mass, eps_r):
    length = (HB / mass * eps_r / (COUL * dens))**(1 / 3)
    return length, HB / mass / length**2


m_z, m_t, valleys, eps_s, eps_ox = 0.9, 0.2, 2, 12.0, 3.9
n_cm = 5e11
dens = n_cm * CM2
n_list = np.array([2e11, 5e11, 1e12, 2e12])
runs = [hartree(n * CM2, m_z, eps_s) for n in n_list]
e_list = np.array([r[0] for r in runs])
z_list = np.array([r[2] for r in runs])
slope_e = np.polyfit(np.log(n_list), np.log(e_list), 1)[0]
slope_z = np.polyfit(np.log(n_list), np.log(z_list), 1)[0]
# tolerances below cover the second-order grid error (H/L)^2
assert abs(slope_e - 2 / 3) < 1e-3
assert abs(slope_z + 1 / 3) < 1e-3
for n, e0, zm in zip(n_list, e_list, z_list):
    length, unit = units(n * CM2, m_z, eps_s)
    assert abs(e0 / (lam * unit) - 1) < 1e-3
    assert abs(zm / (xbar * length) - 1) < 1e-3
alt = hartree(0.01, 0.2, 16.0)                     # other mass and permittivity
length, unit = units(0.01, 0.2, 16.0)
assert abs(alt[0] / (lam * unit) - 1) < 1e-3
assert abs(alt[2] / (xbar * length) - 1) < 1e-3

# depletion charge: fixed charge breaks the law, fixed ratio restores it
dep_a = hartree(5e11 * CM2, m_z, eps_s, 1e11 * CM2)[0]
dep_b = hartree(1e12 * CM2, m_z, eps_s, 1e11 * CM2)[0]
dep_c = hartree(1e12 * CM2, m_z, eps_s, 2e11 * CM2)[0]
slope_fixed = np.log(dep_b / dep_a) / np.log(2)
slope_ratio = np.log(dep_c / dep_a) / np.log(2)
assert slope_fixed < 0.62
assert abs(slope_ratio - 2 / 3) < 1e-3

# ---------- worked example ----------
L, unit = units(dens, m_z, eps_s)
E0, zbar = lam * unit, xbar * L
plateau, gap = xbar * unit, kappa**2 * unit
e_grid0, _, z_grid0, pot0, prob0 = runs[1]
assert abs(pot0[-1] / plateau - 1) < 1e-3
e_fermi = 2 * np.pi * HB * dens / (valleys * m_t)
n_max = dens * (gap / e_fermi)**3
top = hartree(n_max, m_z, eps_s)
assert abs((top[3][-1] - top[0])
           / (2 * np.pi * HB * n_max / (valleys * m_t)) - 1) < 0.01
assert e_fermi < gap

bound_main = int(np.sum(lowest(pot0, HB / m_z, 3)[0] < pot0[-1]))
bound_other = int(np.sum(lowest(pot0, HB / m_t, 3)[0] < pot0[-1]))
assert bound_main == threshold_nodes(1.0) == 1
assert bound_other == threshold_nodes(m_t / m_z)

# ---------- neglected effects, for the same numbers ----------
# exchange self-energy at the subband bottom; momentum form against real space
sep = 0.7
real_space = mp.quadosc(lambda r: mp.besselj(1, r) / mp.sqrt(r * r + sep**2),
                        [0, mp.inf], omega=1)
assert abs(float(real_space) - (1 - np.exp(-sep)) / sep) < 1e-6
k_f = np.sqrt(2 * np.pi * dens / valleys)
dist = np.abs(Z[:, None] - Z[None, :])
np.fill_diagonal(dist, 1e-9)
kernel = -np.expm1(-k_f * dist) / dist
exchange = -COUL / (4 * np.pi * eps_s) * float(prob0 @ kernel @ prob0)

contrast = (eps_s - eps_ox) / (eps_s + eps_ox)
image = COUL * contrast / (16 * np.pi * eps_s) * float(np.sum(prob0 / Z))

residual_cm = 1e10
dep = hartree(dens, m_z, eps_s, residual_cm * CM2)

# finite oxide barrier: slope formula against diagonalization in the frozen well
barrier, m_ox = 3.0, 0.5
k_ox = np.sqrt(m_ox * (barrier - E0) / HB)
wall_shift = m_ox / m_z / k_ox
penetration = -unit * wall_shift / (2 * L)
n_ox = 70
pot_all = np.concatenate([np.full(n_ox, barrier), [barrier / 2], pot0])
hop = np.concatenate([np.full(n_ox + 1, HB / m_ox),
                      np.full(len(Z) + 1, HB / m_z)]) / H**2
e_soft = eigh_tridiagonal(hop[:-1] + hop[1:] + pot_all, -hop[1:-1],
                          select="i", select_range=(0, 0))[0][0]
# first order in wall_shift/L, plus the grid error in the steep oxide tail
assert abs((e_soft - e_grid0) / penetration - 1) < 0.05

m_dos = (m_z * m_t**2)**(1 / 3)


def escaped(temp):
    """Boltzmann estimate of plateau electrons in 1 um of bulk, cm^-2."""
    states = 12 * (m_dos * KB * temp / (4 * np.pi * HB))**1.5
    return states * 1000 * np.exp(-(gap - e_fermi) / (KB * temp)) / CM2


field_s = COUL / eps_s * dens * 10                 # V/nm to MV/cm
field_ox = field_s * eps_s / eps_ox

print("UNIVERSAL NUMBERS (dimensionless)")
print(f"eigenvalue lambda = {lam:.6f}")
print(f"mean position xbar = {xbar:.6f}")
print(f"decay constant kappa = {kappa:.6f}")
print(f"binding kappa^2 = {kappa**2:.6f}")
print(f"kinetic mean T = {kin_mean:.6f}")
print(f"potential mean <v> = {pot_mean:.6f}")
print(f"wall slope squared u'(0)^2 = {du[0]**2:.6f}")
print(f"trial function b = {b_best:.4f}")
print(f"trial function lambda = {lam_trial:.6f}")
print(f"trial excess = {100 * (lam_trial / lam - 1):.3f} %")
print("SELF-CONSISTENT GRID RUNS")
for n, e0, zm in zip(n_list, e_list, z_list):
    print(f"N={n:.0e} cm^-2: E0={1e3*e0:.3f} meV, zbar={zm:.4f} nm")
print(f"fitted energy exponent = {slope_e:.5f}")
print(f"fitted length exponent = {slope_z:.5f}")
print(f"energy exponent, fixed depletion 1e11 cm^-2 = {slope_fixed:.4f}")
print(f"energy exponent, fixed depletion ratio 0.2 = {slope_ratio:.5f}")
print("EXAMPLE INPUTS")
print(f"normal mass = {m_z} m0, in-plane mass = {m_t} m0")
print(f"valleys = {valleys}, relative permittivity = {eps_s}")
print(f"N = {n_cm:.1e} cm^-2")
print("EXAMPLE RESULTS")
print(f"hbar^2/(2m) = {HB/m_z:.6f} eV nm^2")
print(f"e^2/eps = {COUL/eps_s:.5f} eV nm")
print(f"length unit L = {L:.4f} nm")
print(f"energy unit E_L = {1e3*unit:.3f} meV")
print(f"E0 = {1e3*E0:.3f} meV")
print(f"mean distance zbar = {zbar:.3f} nm")
print(f"amplitude decay length L/kappa = {L/kappa:.3f} nm")
print(f"plateau V(inf) = {1e3*plateau:.3f} meV")
print(f"gap V(inf)-E0 = {1e3*gap:.3f} meV")
print(f"Fermi energy above E0 = {1e3*e_fermi:.3f} meV")
print(f"largest one-subband N = {n_max/CM2:.3e} cm^-2")
print(f"bound levels: main valleys {bound_main}, others {bound_other}")
print("NEGLECTED EFFECTS")
print(f"exchange at subband bottom = {1e3*exchange:.2f} meV")
print(f"oxide relative permittivity = {eps_ox}")
print(f"image shift, first order = {1e3*image:.2f} meV")
print(f"residual depletion charge = {residual_cm:.0e} cm^-2")
print(f"E0 shift from it = {1e3*(dep[0]-e_grid0):.3f} meV")
print(f"E1-E0 with it = {1e3*(dep[1]-dep[0]):.3f} meV")
print(f"oxide barrier = {barrier} eV, oxide mass = {m_ox} m0")
print(f"penetration shift, formula = {1e3*penetration:.3f} meV")
print(f"penetration shift, grid = {1e3*(e_soft-e_grid0):.3f} meV")
print(f"kT at 1 K = {1e3*KB:.4f} meV, at 300 K = {3e5*KB:.2f} meV")
print(f"escaped into 1 um at 1 K = {escaped(1.0):.1e} cm^-2")
print(f"same estimate at 300 K = {escaped(300.0):.1e} cm^-2")
print(f"surface field in semiconductor = {field_s:.4f} MV/cm")
print(f"oxide field = {field_ox:.3f} MV/cm")
print("no test failed")
```

Output:

```
UNIVERSAL NUMBERS (dimensionless)
eigenvalue lambda = 1.995317
mean position xbar = 2.254345
decay constant kappa = 0.508948
binding kappa^2 = 0.259028
kinetic mean T = 0.399063
potential mean <v> = 1.596253
wall slope squared u'(0)^2 = 0.500000
trial function b = 1.2729
trial function lambda = 2.025378
trial excess = 1.507 %
SELF-CONSISTENT GRID RUNS
N=2e+11 cm^-2: E0=14.516 meV, zbar=5.4380 nm
N=5e+11 cm^-2: E0=26.738 meV, zbar=4.0068 nm
N=1e+12 cm^-2: E0=42.444 meV, zbar=3.1802 nm
N=2e+12 cm^-2: E0=67.376 meV, zbar=2.5241 nm
fitted energy exponent = 0.66666
fitted length exponent = -0.33334
energy exponent, fixed depletion 1e11 cm^-2 = 0.5681
energy exponent, fixed depletion ratio 0.2 = 0.66666
EXAMPLE INPUTS
normal mass = 0.9 m0, in-plane mass = 0.2 m0
valleys = 2, relative permittivity = 12.0
N = 5.0e+11 cm^-2
EXAMPLE RESULTS
hbar^2/(2m) = 0.042333 eV nm^2
e^2/eps = 1.50793 eV nm
length unit L = 1.7774 nm
energy unit E_L = 13.401 meV
E0 = 26.739 meV
mean distance zbar = 4.007 nm
amplitude decay length L/kappa = 3.492 nm
plateau V(inf) = 30.210 meV
gap V(inf)-E0 = 3.471 meV
Fermi energy above E0 = 2.992 meV
largest one-subband N = 7.805e+11 cm^-2
bound levels: main valleys 1, others 0
NEGLECTED EFFECTS
exchange at subband bottom = -13.15 meV
oxide relative permittivity = 3.9
image shift, first order = 5.34 meV
residual depletion charge = 1e+10 cm^-2
E0 shift from it = 0.405 meV
E1-E0 with it = 5.368 meV
oxide barrier = 3.0 eV, oxide mass = 0.5 m0
penetration shift, formula = -0.335 meV
penetration shift, grid = -0.342 meV
kT at 1 K = 0.0862 meV, at 300 K = 25.85 meV
escaped into 1 um at 1 K = 2.1e+09 cm^-2
same estimate at 300 K = 2.8e+15 cm^-2
surface field in semiconductor = 0.0754 MV/cm
oxide field = 0.232 MV/cm
no test failed
```
